\section*{Does real-time propagation recover double excitations missing from Casida's equation?}

\section{The claim and its setting}

\textbf{Q:} Casida's equation with an adiabatic functional misses double excitations. I therefore propagate the time-dependent Kohn--Sham equations instead. They are nonlinear, and I diagonalize no matrix of single excitations. After a weak kick, the dipole spectrum should contain the doubles too.

\textbf{A:} Let us work out what the kick produces. Take a stable closed-shell ground state with real orbitals $\phi_i$ (occupied) and $\phi_a$ (empty), in a finite basis. The density is $n=2\sum_i|\psi_i|^2$. Adiabatic means that the Hartree-exchange-correlation potential at time $t$ depends on $n$ at that same $t$. Its kernel is $f=\delta v_{\rm Hxc}/\delta n$, taken at the ground-state density; it is real and independent of frequency. We take $v_{\rm Hxc}$ to be the derivative of an energy functional of $n$, so $f$ is a second derivative and therefore symmetric.

The electron has charge $-e$, so a field $\kappa\delta(t)$ along $x$ adds the potential energy $e\kappa x\,\delta(t)$. During the impulse all finite terms integrate to zero, leaving
\begin{equation}
\psi_i(0^+)=e^{-ikx}\phi_i,\qquad k=e\kappa/\hbar .
\end{equation}

\textbf{Q:} That orbital has components on every empty orbital, and the determinant built from it contains doubly excited determinants. Are those not the doubles?

\textbf{A:} Look at their size. For two electrons in one orbital $\psi=\phi_0+\sum_a c_a\phi_a$, the product $\psi(1)\psi(2)$ contains
\begin{equation}
\sum_{ab}c_ac_b\,\phi_a(1)\phi_b(2).
\end{equation}
Each $c_a$ is of order $k$, so this part is of order $k^2$. Its coefficients are also fixed products of single amplitudes, not independent variables. The weak-kick spectrum is the part of the dipole linear in $k$.

\section{The linear signal}

\textbf{Q:} Then derive the linear part without assuming Casida's equation.

\textbf{A:} Write
\begin{equation}
\psi_i(t)=e^{-i\varepsilon_it/\hbar}\Big[\phi_i+\sum_a c_{ia}(t)\phi_a\Big].
\end{equation}
Admixtures $c_{ij}$ of other occupied orbitals can be dropped. Orthonormality gives $c_{ij}+c_{ji}^*=0$ to first order, so their contributions to the density cancel in the sum over $i,j$.

Define $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$, $\rho_{ia}=\phi_i\phi_a$, $q=c+c^*$ and $K_{ia,jb}=(\rho_{ia}|f|\rho_{jb})$. The density change is $\delta n=2\sum_{jb}\rho_{jb}q_{jb}$, so the induced potential has matrix elements
\begin{equation}
\langle\phi_a|f\delta n|\phi_i\rangle=2\sum_{jb}K_{ia,jb}\,q_{jb}.
\end{equation}
Insert $\psi_i$ into the Kohn--Sham equation, keep first order and project on $\phi_a$. With $\Delta$ as a diagonal matrix,
\begin{equation}
i\hbar\dot c=\Delta c+2Kq .
\label{eq:c}
\end{equation}
Now put $c=(q+ip)/2$ with real $q,p$. The imaginary and real parts are
\begin{align}
\hbar\dot q&=\Delta p, & \hbar\dot p&=-(\Delta+4K)q .
\label{eq:qp}
\end{align}
Differentiating the first and inserting the second gives $\hbar^2\ddot q=-\Delta(\Delta+4K)q$. The substitution $q=\Delta^{1/2}y$, followed by multiplication with $\Delta^{-1/2}$, makes the matrix symmetric:
\begin{equation}
\hbar^2\ddot y=-Cy,\qquad C=\Delta^{1/2}(\Delta+4K)\Delta^{1/2}.
\label{eq:C}
\end{equation}
Stability here means that $C$ is positive definite. Let $CF_I=(\hbar\omega_I)^2F_I$ with orthonormal $F_I$.

The kick gives $c_{ia}(0^+)=-ikx_{ia}$, hence $q(0^+)=0$ and $p(0^+)=-2kx$, where $x$ now also denotes the vector of elements $x_{ia}$. Therefore $\dot y(0^+)=-(2k/\hbar)\Delta^{1/2}x$, and
\begin{equation}
y(t)=-\frac{2k}{\hbar}\sum_I F_I\,(F_I\cdot\Delta^{1/2}x)\,\frac{\sin\omega_It}{\omega_I}.
\end{equation}
The summed electron position $X$ changes by $\delta X=2x\cdot q=2x\cdot\Delta^{1/2}y$, so
\begin{equation}
\delta X(t)=-2k\sum_I S_I\sin\omega_It,\qquad
S_I=\frac{2(x\cdot\Delta^{1/2}F_I)^2}{\hbar\omega_I}.
\label{eq:signal}
\end{equation}
The dipole change is $-e\,\delta X$.

\textbf{Q:} You call $C$ the Casida matrix. Does the usual frequency-domain calculation give the same strengths as well?

\textbf{A:} Drive the system steadily with potential energy $eEx\cos\omega t$. This adds $eEx\cos\omega t$ to the right side of \eqref{eq:c}, and thus $-2eEx\cos\omega t$ to $\hbar\dot p$. With $q=\Delta^{1/2}Y\cos\omega t$, the same elimination gives
\begin{equation}
\big[C-(\hbar\omega)^2\big]Y=-2eE\,\Delta^{1/2}x .
\end{equation}
Expand $Y$ in $F_I$. The polarizability is $-e$ times the amplitude of $\delta X$, divided by $E$:
\begin{equation}
\alpha(\omega)=\sum_I\frac{4e^2(x\cdot\Delta^{1/2}F_I)^2}{(\hbar\omega_I)^2-(\hbar\omega)^2}
=\sum_I\frac{2e^2\hbar\omega_I S_I}{(\hbar\omega_I)^2-(\hbar\omega)^2}.
\end{equation}
These are the Casida poles and strengths, with the same $\omega_I$ and $S_I$ as in \eqref{eq:signal}. The two calculations solve one linear problem, once with an initial condition and once with a periodic drive.

The dimension of $C$ is $N_{\rm occ}N_{\rm virt}$, the number of occupied--empty pairs. No frequency-independent kernel changes that number. Both calculations must use the same ground state, basis and functional, and Casida's equation must be solved in full. The Tamm--Dancoff approximation drops the coupling of $c$ to $c^*$, which the propagation retains. A finite record also broadens the lines.

\section{A case with known doubles}

\textbf{Q:} Perhaps a kick is simply a poor way to reveal a double excitation.

\textbf{A:} Kick the exact wavefunction and see. To first order, with $E_n$ measured from the ground state,
\begin{equation}
\Psi(t)\propto\Psi_0-ik\sum_n X_{n0}e^{-iE_nt/\hbar}\Psi_n .
\end{equation}
The term $n=0$ does not change $\langle X\rangle$ at this order, because its coefficient is imaginary. The others give
\begin{equation}
\delta X=2\,{\rm Re}\sum_n(-ik)|X_{0n}|^2e^{-iE_nt/\hbar}
=-2k\sum_n|X_{0n}|^2\sin(E_nt/\hbar).
\label{eq:exact}
\end{equation}
Every state with a nonzero transition element appears, whatever its character. Comparison with \eqref{eq:signal} also identifies $S_I$ as a squared transition element.

For numbers, put two electrons in a singlet on three sites spaced by 2~\AA. The hopping magnitude is 2~eV, the site energies are 0, 3 and 2~eV, and the repulsion is 3, 1.5 and 0.75~eV at distances of zero, one and two sites. There are $3\cdot4/2=6$ singlets, hence five excited ones. One occupied and two empty orbitals give $1\cdot2=2$ Casida excitations.

Use exact exchange. For this state exchange cancels half of the Hartree energy, leaving $E_{\rm Hx}=\tfrac14\sum_{ij}n_iw_{ij}n_j$, where $w_{ij}$ is the repulsion. Thus $v_i=\tfrac12\sum_jw_{ij}n_j$ and $f=w/2$.

\textbf{Q:} And the propagated signal?

\textbf{A:} I propagated the nonlinear equation for 60~fs with $k=\pm10^{-4}$~\AA$^{-1}$ and took half the difference, which removes even orders in $k$. The frequencies can be counted without consulting Casida. If samples $g_r$ are a sum of $m$ distinct exponentials $a_jz_j^r$, the matrix with entries $g_{r+s}=\sum_ja_jz_j^rz_j^s$ has rank $m$ when it is large enough. Each sinusoid supplies two exponentials.

The fourth singular value is $1.3\times10^{-2}$ of the first and the fifth is $1.9\times10^{-8}$ of it, so there are two sinusoids. They lie at 2.716 and 6.564~eV. Casida gives the same values; the largest difference is $3\times10^{-7}$~eV. The strengths, 3.534 and 0.047~\AA$^2$, also agree.

The exact singlets are as follows. The double weight is the squared projection on configurations with both electrons in empty exact-exchange orbitals.
\begin{center}
\begin{tabular}{ccc}
Energy (eV) & Strength (\AA$^2$) & Double weight\\
2.646 & 3.3720 & 0.08\\
4.962 & 0.1265 & 0.83\\
6.647 & 0.0235 & 0.15\\
9.357 & 0.0024 & 0.93\\
13.098 & 0.0006 & 0.99
\end{tabular}
\end{center}
The same analysis of the kicked exact wavefunction finds all five energies. The three mainly double states carry $0.1295/3.5250=3.7\%$ of the summed strength. The kick can reveal them; the adiabatic linear response does not contain them.

\section{A better functional}

\textbf{Q:} Exact exchange gives a potential linear in the density here. Could a nonlinear or more accurate one supply the missing line?

\textbf{A:} The derivation used only the first derivative of the potential. With full Hartree repulsion and a Slater-type local exchange potential, $-(1~{\rm eV})\,n_i^{1/3}$, propagation and Casida again agree, at 2.912 and 6.681~eV.

One can go further and use the exact Kohn--Sham potential with the exact static kernel. The energies become 2.707 and 6.448~eV: still two. Yet the static response is exact:
\begin{equation}
\sum_I\frac{2S_I}{\hbar\omega_I}
=\frac{2(3.4987)}{2.7069}+\frac{2(0.0709)}{6.4477}
=2.607~\text{\AA}^2\,{\rm eV}^{-1},
\end{equation}
which is also the sum over the five exact states. A correct static polarizability therefore does not imply the correct number of excitations.

\textbf{Q:} What must the exact kernel do that a static one cannot?

\textbf{A:} It must depend on frequency. Let $\chi$ and $\chi_s$ be the density responses of the interacting and Kohn--Sham systems. From $\delta n=\chi_s(\delta v+f\delta n)=\chi\,\delta v$ follows
\begin{equation}
f(\omega)=\chi_s^{-1}(\omega)-\chi^{-1}(\omega),
\end{equation}
on density changes that conserve particle number, a two-dimensional space here. The kernel can diverge where $\chi$ has a zero eigenvalue.

To find these points, repeat \eqref{eq:exact} for a general potential. An impulse $v\,\delta(t)$ gives $\delta n=-(2/\hbar)\sum_n\rho_n(\rho_n\cdot v)\sin(E_nt/\hbar)$, where $\rho_n$ is the transition density. With vanishing damping, the transform of $\sin\omega_nt$ is $\omega_n/(\omega_n^2-\omega^2)$. Hence
\begin{equation}
\chi=-B^T(\Lambda-z)^{-1}B,\qquad z=(\hbar\omega)^2,
\end{equation}
where $\Lambda$ is diagonal with entries $E_n^2$ and row $n$ of $B$ is $\sqrt{2E_n}\,\rho_n$.

Suppose $\chi u=0$ and set $g=(\Lambda-z)^{-1}Bu$. Then $B^Tg=0$, so $g=Nh$, where the orthonormal columns of $N$ span the null space of $B^T$. Multiplying $(\Lambda-z)Nh=Bu$ by $N^T$, and using $N^TB=0$, gives
\begin{equation}
N^T\Lambda N\,h=z\,h .
\end{equation}
Five states and two density directions leave $5-2=3$ solutions, as many as there are missing states. The two counts agree because, with one occupied orbital, the number of Casida pairs equals the number of density directions. For the same reason the matrix playing the role of $B$ for $\chi_s$ is square on this space. It is invertible, since the products $\phi_0\phi_a$ are independent when $\phi_0$ vanishes on no site, so $\chi_s^{-1}$ contributes no poles. With more occupied orbitals neither statement need hold. The three solutions are therefore the only candidates for poles of $f$ at finite frequency here. They lie at 5.14, 9.27 and 13.09~eV, near the three mainly double states. Direct inversion confirms a simple pole of $f$ at each. On this lattice $f$ also contains a term linear in $z$. At large $z$, $\chi\to B^TB/z$, so $f\to z\,[(B_s^TB_s)^{-1}-(B^TB)^{-1}]$, with $B_s$ the Kohn--Sham counterpart of $B$. The two matrices differ here: the energy-weighted sum of strengths is 9.74~\AA$^2$\,eV for the exact states and 9.93~\AA$^2$\,eV for the Kohn--Sham system, a value that no static kernel changes because $\sum_IS_I\hbar\omega_I=2x\cdot\Delta x$. In this model, an adiabatic approximation replaces the poles and this term by a constant.

\section{Stronger kicks}

\textbf{Q:} When I kick harder, new peaks do appear. What are they?

\textbf{A:} At second order, products of first-order oscillations act as sources in the same oscillator equations. They produce $\omega_I\pm\omega_J$, including zero frequency, while the free motion adds $\omega_I$. This assumes that no combination is resonant with a Casida frequency. It also needs a system without inversion symmetry, like our model. With inversion symmetry the even orders drop out of the dipole, and the first new lines are of third order; for site energies 1, 3 and 1~eV they include $3\omega_1$ and $\omega_2\pm\omega_1$.

The average of the signals for $+k$ and $-k$, minus the rest position, isolates even orders. At $k=10^{-3}$~\AA$^{-1}$, a fit with zero frequency and the two Casida frequencies leaves a residual of 53\% of the norm of this even signal. Adding the combinations reduces it to 0.003\%.

One new line is the overtone at $2\hbar\omega_1=5.43$~eV. Its amplitude grows from $1.02\times10^{-6}$ to $4.09\times10^{-6}$~\AA\ when $k$ doubles, a factor of 4.0, as second order requires. Complex conjugation of the orbital gives $X(t;-k)=X(-t;k)$, so the even orders are even in $t$ and this line is a cosine. In a sine-transform absorption spectrum it shows as a dispersive feature that changes sign near the overtone, not as a peak. The nearest exact level, the double at 4.96~eV, is 0.47~eV away. Position alone is no safe guide, however: the combinations $\hbar(\omega_1+\omega_2)=9.28$~eV and $2\hbar\omega_2=13.13$~eV fall within 0.08 and 0.03~eV of the doubles at 9.36 and 13.10~eV. They still belong to the second-order signal, with amplitudes $2.8\times10^{-8}$ and $1.0\times10^{-9}$~\AA\ at $k=10^{-3}$~\AA$^{-1}$, and are absent from the linear adiabatic signal. In this model the true doubles appear already in the linear signal of the exact wavefunction, as well as in its second-order signal. A double whose transition element vanishes by symmetry is absent from the exact linear signal too; with site energies 1, 3 and 1~eV this holds for two of the three.

\textbf{Q:} So I should vary the kick before assigning a small peak.

\textbf{A:} Yes. Divide the signal by $k$ and reduce $k$: a linear line keeps its height, while this overtone fades in proportion to $k$ and a third-order line in proportion to $k^2$. If you need the double excitation itself, change the approximation to the dynamics, through a kernel with memory or a wavefunction that treats double excitations as independent variables. The numerical check below covers both the agreement of the spectra and the missing states.

\section*{Computed results}
\begin{verbatim}
Hopping magnitude: 2.00 eV; site spacing: 2.00 angstrom
Site energies (eV): [0. 3. 2.]
Repulsion at distance 0, 1, 2 sites (eV): [3.0, 1.5, 0.75]
Propagation: 60.0 fs, step 0.005 fs, sample 0.10 fs
Energy resolution 2 pi hbar/T: 0.0689 eV
Weak kick k: 1.0e-04 1/angstrom
EXX orbital energies (eV): [0.70896 2.85184 6.90874]
EXX orbital gaps (eV): [2.14288 6.19979]
EXX state 1: Casida 2.716016 eV, real time 2.716016 eV
  strength: Casida 3.534049, real time 3.534048 angstrom^2
EXX state 2: Casida 6.563676 eV, real time 6.563676 eV
  strength: Casida 0.046804, real time 0.046804 angstrom^2
Largest EXX energy difference: 3.4e-07 eV
Largest relative signal deviation: 2.2e-06
Hankel singular values 4 and 5 / first: 1.3e-02, 1.9e-08
Slater-type exchange coefficient: 1.00 eV
Slater state 1: Casida 2.911855 eV, real time 2.911855 eV
Slater state 2: Casida 6.681040 eV, real time 6.681039 eV
Exact singlet 1: 2.64645 eV, strength 3.371982 angstrom^2, double weight 0.080
Exact singlet 2: 4.96247 eV, strength 0.126520 angstrom^2, double weight 0.830
Exact singlet 3: 6.64733 eV, strength 0.023498 angstrom^2, double weight 0.147
Exact singlet 4: 9.35673 eV, strength 0.002395 angstrom^2, double weight 0.928
Exact singlet 5: 13.09766 eV, strength 0.000587 angstrom^2, double weight 0.994
Frequencies found in exact kicked signal: 5
Their energies (eV): [ 2.64645  4.96247  6.64733  9.35673 13.09766]
Share of exact strength in double states: 3.674 percent
Exact Kohn-Sham gaps (eV): [2.04181 6.2305 ]
Exact-adiabatic Casida energies (eV): [2.70693 6.44768]
Exact-adiabatic strengths (angstrom^2): [3.498681 0.070874]
Static response sum 2*strength/E: exact 2.606969, adiabatic 2.606969 angstrom^2/eV
Poles of exact frequency-dependent kernel (eV): [ 5.14164  9.27121 13.08844]
Stronger kicks k: 1.0e-03 and 2.0e-03 1/angstrom
Overtone 2*E1: 5.43203 eV; distance to nearest exact level: 0.46956 eV
Overtone amplitudes: 1.022e-06, 4.086e-06 angstrom
Overtone ratio on doubling the kick: 3.9999
Second-order fit residual without combinations: 5.298e-01
Second-order fit residual with combinations: 3.124e-05
\end{verbatim}
